**Eight-band Kane model: secular equation and decoupled heavy holes**

For every direction of k, the eight-band Kane matrix has a double eigenvalue E' = 0 (heavy holes) and the doubled roots of E'(E' − Eg)(E' + Delta) = k²P²(E' + 2Delta/3). Here E' = E − k²/2 is measured from the valence-band edge in Hartree units, Eg is the gap, Delta the spin-orbit splitting, and P = −i⟨S|p_x|X⟩. The program asserts this for 200 random parameter sets and directions by diagonalization; the largest deviation from the roots is 2.2 × 10⁻¹⁶ hartree. It also asserts the explicit heavy-hole states, the reduction to two equal 3×3 blocks, the S weights, and the band-edge masses against finite differences. A plane-wave crystal with a model potential tests the symmetry of the momentum and spin-orbit matrix elements, with the spin-orbit prefactor artificially set to 1. In that crystal, without spin-orbit coupling and with k along x, the remote bands change the heavy-hole inverse mass from +1 to about −2.7. The worked example prints energies, S weights, masses and a short dispersion table for round model parameters.

## Numerical verification

```python
"""Eight-band Kane model, Hartree atomic units.
Result under test: for any direction of k the eight values E' = E - k^2/2 are
a double zero (heavy holes) and the doubled roots of
    E'(E' - Eg)(E' + Delta) = k^2 P^2 (E' + 2 Delta/3).
Eg: gap; Delta: spin-orbit splitting; P = -i<S|p_x|X>: momentum element.
Zero of E': fourfold valence edge. Basis: (S, X, Y, Z) times (up, down).
A plane-wave crystal with a model potential checks the matrix elements.
"""
import numpy as np
from scipy import constants as const

HARTREE_EV = const.value("Hartree energy in eV")
LIGHT_SPEED = 1.0 / const.fine_structure
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l] = 1.0
    levi[i, l, j] = -1.0
L_dot_sigma = sum(np.kron(-1j * levi[j], sigma[j]) for j in range(3))


def kane(kvec, gap, delta, P):
    """Kane matrix without k^2/2, from the L.sigma form of spin-orbit."""
    orbital = np.zeros((4, 4), dtype=complex)
    orbital[0, 0] = gap
    orbital[0, 1:] = 1j * P * np.asarray(kvec)
    orbital[1:, 0] = -1j * P * np.asarray(kvec)
    H = np.kron(orbital, np.eye(2))
    H[2:, 2:] += delta / 3 * (L_dot_sigma - np.eye(6))
    return H


def cubic_roots(k, gap, delta, P):
    w = (k * P) ** 2
    roots = np.roots([1, delta - gap, -gap * delta - w, -2 * delta * w / 3])
    assert np.max(np.abs(np.imag(roots))) < 1e-12
    return np.sort(np.real(roots))


# ---- operator identity for the spin-orbit matrix
sigma_column = np.vstack(sigma)          # block l holds sigma_l
assert np.allclose(L_dot_sigma - np.eye(6),
                   -sigma_column @ sigma_column.conj().T, atol=1e-14)


def adapted_basis(kvec):
    """Columns: S, light, split-off for spin + and - along k; two heavy."""
    khat = np.asarray(kvec) / np.linalg.norm(kvec)
    helper = np.eye(3)[np.argmin(np.abs(khat))]
    e1 = np.cross(helper, khat)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(khat, e1)
    sk = np.einsum("j,jab->ab", khat, sigma)
    spins = np.linalg.eigh(sk)[1]
    columns, heavy = [], []
    for sign, chi in [(1, spins[:, 1]), (-1, spins[:, 0])]:
        sig_sk_chi = np.array([s @ sk @ chi for s in sigma])
        light = (3 * np.outer(khat, chi) - sig_sk_chi) / np.sqrt(6)
        split = sig_sk_chi / np.sqrt(3)
        columns.append(np.concatenate([chi, np.zeros(6)]))
        columns.append(np.concatenate([np.zeros(2), light.ravel()]))
        columns.append(np.concatenate([np.zeros(2), split.ravel()]))
        hh = np.outer((e1 + sign * 1j * e2) / np.sqrt(2), chi)
        heavy.append(np.concatenate([np.zeros(2), hh.ravel()]))
    return np.array(columns + heavy).T


# ---- secular equation, heavy pair and block form for random cases
rng = np.random.default_rng(7)
max_root_error = 0.0
for trial in range(200):
    gap, delta = rng.uniform(0.01, 0.1, 2)
    P = rng.uniform(0.3, 0.9)
    kvec = rng.normal(size=3) * 0.05
    k = np.linalg.norm(kvec)
    H = kane(kvec, gap, delta, P)
    values = np.linalg.eigvalsh(H)
    so, lh, cb = cubic_roots(k, gap, delta, P)
    predicted = np.sort([so, so, lh, lh, 0, 0, cb, cb])
    max_root_error = max(max_root_error, np.max(np.abs(values - predicted)))
    assert values[1] < -delta and values[7] > gap
    assert -2 * delta / 3 < values[2] and values[3] < 0
    U = adapted_basis(kvec)
    assert np.allclose(U.conj().T @ U, np.eye(8), atol=1e-12)
    assert np.max(np.abs(H @ U[:, 6:])) < 1e-13
    a, b = 1j * np.sqrt(2 / 3) * P * k, 1j * np.sqrt(1 / 3) * P * k
    block = np.array([[gap, a, b], [-a, 0, 0], [-b, 0, -delta]])
    expected = np.zeros((8, 8), dtype=complex)
    expected[:3, :3] = block
    expected[3:6, 3:6] = block
    assert np.allclose(U.conj().T @ H @ U, expected, atol=1e-13)
assert max_root_error < 1e-11

# ---- plane-wave crystal: two atoms per fcc cell, origin on the first atom
lattice = 10.5
unit = 2 * np.pi / lattice
span = range(-4, 5)
N = np.array([(x, y, z) for x in span for y in span for z in span
              if x % 2 == y % 2 == z % 2 and x * x + y * y + z * z <= 20])
G = unit * N
position = {tuple(n): i for i, n in enumerate(N)}
diff = N[:, None, :] - N[None, :, :]
square = np.sum(diff ** 2, axis=2)
atom_a, atom_b = np.zeros(81), np.zeros(81)
atom_a[[3, 4, 8, 11]] = [-0.04, -0.03, 0.0, 0.02]
atom_b[[3, 4, 8, 11]] = [-0.07, -0.05, 0.005, 0.01]
V = atom_a[square] + atom_b[square] * np.exp(-0.5j * np.pi * diff.sum(axis=2))
H0 = np.diag(0.5 * np.sum(G ** 2, axis=1)) + V
E0, C0 = np.linalg.eigh(H0)
assert np.ptp(E0[1:4]) < 1e-10 and E0[1] - E0[0] > 1e-3
s_index = next(i for i in range(4, 20)
               if E0[i] - E0[i - 1] > 1e-6 and E0[i + 1] - E0[i] > 1e-6)


def moved(c, rule):
    """Coefficients rearranged by a point operation on the G vectors."""
    return c[[position[tuple(rule(n))] for n in N]]


def made_real(c):
    """Fix the phase so that the function is real in space."""
    return c * np.exp(-0.5j * np.angle(np.sum(c * moved(c, lambda n: -n))))


# X is even under the twofold rotation about x, odd under those about y and z
triplet = C0[:, 1:4]
turns = [np.array([1, -1, -1]), np.array([-1, 1, -1]), np.array([-1, -1, 1])]
label = sum((m + 1) * triplet.conj().T @ moved(triplet, lambda n, t=t: n * t)
            for m, t in enumerate(turns))
label_values, label_vectors = np.linalg.eigh(label)
assert np.allclose(label_values, [-4, -2, 0], atol=1e-8)
X = made_real(triplet @ label_vectors[:, 0])
Y = moved(X, lambda n: n[[1, 2, 0]])
Z = moved(X, lambda n: n[[2, 0, 1]])
S = made_real(C0[:, s_index])
if (-1j * np.vdot(S, G[:, 0] * X)).real < 0:
    S = -S
states = np.array([S, X, Y, Z]).T
P_pw = (-1j * np.vdot(S, G[:, 0] * X)).real
assert P_pw > 0.1

# gradient of V and the vector operator (grad V) x p
grad_V = [1j * unit * diff[:, :, j] * V for j in range(3)]
torque = [sum(levi[j, m, n] * grad_V[m] * G[None, :, n]
              for m in range(3) for n in range(3)) for j in range(3)]
project = lambda A: states.conj().T @ A @ states
prefactor = 1.0                          # artificial, replaces 1/(4 c^2)
delta_pw = (3j * prefactor * project(torque[2])[1, 2]).real
assert abs(delta_pw) > 1e-4
split0 = E0[s_index] - E0[1]             # S-X separation without spin-orbit
gap_pw = split0 - delta_pw / 3
k_test = np.array([0.03, -0.05, 0.02])
H_k = np.diag(0.5 * np.sum((G + k_test) ** 2, axis=1)) + V
projected = np.kron(project(H_k), np.eye(2)) + prefactor * sum(
    np.kron(project(torque[j]), sigma[j]) for j in range(3))
shift = E0[1] + delta_pw / 3 + 0.5 * k_test @ k_test
projection_error = np.max(np.abs(projected - shift * np.eye(8)
                                 - kane(k_test, gap_pw, delta_pw, P_pw)))
assert projection_error < 1e-9
# the dropped k-dependent spin-orbit term needs only matrix elements of grad V
for j in range(3):
    target = np.zeros((4, 4))
    target[0, j + 1] = target[j + 1, 0] = split0 * P_pw
    assert np.allclose(project(grad_V[j]), target, atol=1e-9)

# ---- remote bands and the heavy-hole curvature (no spin-orbit, k along x)
dk = 1e-3
E_dk = np.linalg.eigvalsh(
    np.diag(0.5 * np.sum((G + [dk, 0, 0]) ** 2, axis=1)) + V)
assert abs(E_dk[3] - E_dk[2]) < 1e-10
heavy_curvature = 2 * (E_dk[3] - E0[3]) / dk ** 2
remote = [i for i in range(len(N)) if i not in (1, 2, 3, s_index)]
coupling = C0[:, remote].conj().T @ (G[:, 0] * Z)
remote_part = 2 * np.sum(np.abs(coupling) ** 2 / (E0[1] - E0[remote]))
assert abs(heavy_curvature - (1 + remote_part)) < 1e-3
assert heavy_curvature < 0

# ---- worked example
gap, delta, P = 0.04, 0.02, 0.65
kvec = np.array([0.01, 0.02, 0.02])
k = np.linalg.norm(kvec)
values, vectors = np.linalg.eigh(kane(kvec, gap, delta, P))
roots = cubic_roots(k, gap, delta, P)
assert np.allclose(values[[0, 2, 6]], roots, atol=1e-12)
weights = np.sum(np.abs(vectors[:2]) ** 2, axis=0)


def s_weight(e):
    return 1 / (1 + (P * k) ** 2 * (2 / (3 * e ** 2)
                                  + 1 / (3 * (e + delta) ** 2)))


for column in (0, 1, 2, 3, 6, 7):
    assert abs(weights[column] - s_weight(values[column])) < 1e-10
assert np.max(weights[4:6]) < 1e-20

inverse_mass = {
    "conduction": 1 + 2 * P ** 2 / 3 * (2 / gap + 1 / (gap + delta)),
    "light hole": 1 - 4 * P ** 2 / (3 * gap),
    "split-off": 1 - 2 * P ** 2 / (3 * (gap + delta))}
small = 2e-4
near = np.linalg.eigvalsh(kane(small * kvec / k, gap, delta, P))
for name, column, edge in [("conduction", 6, gap), ("light hole", 2, 0.0),
                           ("split-off", 0, -delta)]:
    numeric = 1 + 2 * (near[column] - edge) / small ** 2
    assert abs(numeric / inverse_mass[name] - 1) < 1e-4   # quartic terms
far = np.linalg.eigvalsh(kane(10 * kvec / k, gap, delta, P))
assert abs(far[2] + 2 * delta / 3) < 1e-6

print("Worked example, Hartree atomic units")
print(f"Eg = {gap:.3f} hartree, Delta = {delta:.3f} hartree, P = {P:.2f} a.u.")
print(f"k = {kvec} 1/bohr, |k| = {k:.4f} 1/bohr")
print(f"P|k| = {P*k:.5f} hartree, (P|k|)^2 = {(P*k)**2:.5e} hartree^2")
print(f"k^2/2 = {k*k/2:.6f} hartree")
print("Eight eigenvalues E' (hartree):")
print("  " + " ".join(f"{v + 0.0:.6f}" for v in np.round(values, 9) + 0.0))
for name, column in [("split-off", 0), ("light hole", 2),
                     ("heavy hole", 4), ("conduction", 6)]:
    energy = values[column] + k * k / 2
    print(f"{name}: E = {energy:.6f} hartree = {energy*HARTREE_EV:.4f} eV, "
          f"S weight = {weights[column]:.4f}")
parabolic = gap + inverse_mass["conduction"] * k * k / 2
print(f"conduction E from band-edge mass = {parabolic:.6f} hartree")
for name, value in inverse_mass.items():
    print(f"{name}: inverse mass = {value:.4f}, mass = {1/value:.5f} (m_e)")
print("Dispersion: |k| (1/bohr), E' split-off, light, conduction (hartree)")
for kk in (0.01, 0.03, 0.06, 0.10):
    v = np.linalg.eigvalsh(kane(kk * kvec / k, gap, delta, P))
    print(f"  {kk:.2f}  {v[0]:.6f}  {v[2]:.6f}  {v[6]:.6f}")
print(f"light-hole limit -2 Delta/3 = {-2*delta/3:.6f} hartree")
ratio = (gap + delta / 3) / (4 * LIGHT_SPEED ** 2)
print(f"dropped spin-orbit term / Pk: (Eg+Delta/3)/(4c^2) = {ratio:.2e}")
print(f"200 random cases: largest root error = {max_root_error:.1e} hartree")
print("Plane-wave model crystal")
print(f"lattice constant = {lattice:.1f} bohr, plane waves = {len(N)}")
print(f"S-X separation without spin-orbit = {split0:.5f} hartree")
print(f"P = {P_pw:.5f} a.u.")
print(f"Delta at artificial prefactor 1 = {delta_pw:.5f} hartree")
print(f"projected H minus Kane matrix, max = {projection_error:.1e} hartree")
print(f"heavy-hole inverse mass, all bands, k along x = {heavy_curvature:.4f}")
print(f"remote-band part of it = {remote_part:.4f} (four-orbital model: +1)")
print("tests ok")
```

Running it gives:

```
Worked example, Hartree atomic units
Eg = 0.040 hartree, Delta = 0.020 hartree, P = 0.65 a.u.
k = [0.01 0.02 0.02] 1/bohr, |k| = 0.0300 1/bohr
P|k| = 0.01950 hartree, (P|k|)^2 = 3.80250e-04 hartree^2
k^2/2 = 0.000450 hartree
Eight eigenvalues E' (hartree):
  -0.022476 -0.022476 -0.004774 -0.004774 0.000000 0.000000 0.047250 0.047250
split-off: E = -0.022026 hartree = -0.5994 eV, S weight = 0.0451
light hole: E = -0.004324 hartree = -0.1177 eV, S weight = 0.0789
heavy hole: E = 0.000450 hartree = 0.0122 eV, S weight = 0.0000
conduction: E = 0.047700 hartree = 1.2980 eV, S weight = 0.8760
conduction E from band-edge mass = 0.048900 hartree
conduction: inverse mass = 19.7778, mass = 0.05056 (m_e)
light hole: inverse mass = -13.0833, mass = -0.07643 (m_e)
split-off: inverse mass = -3.6944, mass = -0.27068 (m_e)
Dispersion: |k| (1/bohr), E' split-off, light, conduction (hartree)
  0.01  -0.020239  -0.000680  0.040920
  0.03  -0.022476  -0.004774  0.047250
  0.06  -0.032359  -0.010043  0.062402
  0.10  -0.053869  -0.012156  0.086025
light-hole limit -2 Delta/3 = -0.013333 hartree
dropped spin-orbit term / Pk: (Eg+Delta/3)/(4c^2) = 6.21e-07
200 random cases: largest root error = 2.2e-16 hartree
Plane-wave model crystal
lattice constant = 10.5 bohr, plane waves = 113
S-X separation without spin-orbit = 0.04010 hartree
P = 0.59499 a.u.
Delta at artificial prefactor 1 = 0.20371 hartree
projected H minus Kane matrix, max = 1.2e-15 hartree
heavy-hole inverse mass, all bands, k along x = -2.7247
remote-band part of it = -3.7247 (four-orbital model: +1)
tests ok
```
